# Trapping and Recombination Rates at Finite Trap Density

## Part II. Separation, limits and a silicon example

### Symbols and results carried over

The densities of free electrons, free holes and filled traps depart from equilibrium by $\delta n$, $\delta p$ and $\delta m$, and neutrality sets $\delta m=\delta p-\delta n$. There are $N$ traps per volume with equilibrium filling $f$. The four exchange rates are

$$a=c_nN(1-f),\quad b=c_n(n_0+n_1),\quad d=c_pNf,\quad e=c_p(p_0+p_1).$$

With $A=a+b$ and $B=d+e$, the linear equations are

$$\delta\dot n=-A\,\delta n+b\,\delta p,\qquad \delta\dot p=e\,\delta n-B\,\delta p.$$

The decay rates $\lambda_\pm$ are the roots of $\lambda^2-S\lambda+D=0$, where

$$S=A+B,\qquad D=ad+ae+bd=c_nc_pN[n_0+p_0+Nf(1-f)].$$

They are positive and different, and $A$ and $B$ lie between them. Hence $D>0$ and $S^2>4D$, so the ratio $r=D/S^2$ obeys $0<r<1/4$.

### Proof of statement 3, with error bounds

The roots satisfy $\lambda_++\lambda_-=S$ and $\lambda_+\lambda_-=D$. Therefore

$$\frac{\lambda_+}{\lambda_-}+\frac{\lambda_-}{\lambda_+}=\frac{(\lambda_++\lambda_-)^2-2\lambda_+\lambda_-}{\lambda_+\lambda_-}=\frac{S^2}{D}-2=\frac1r-2.$$

The left side is large if and only if the two rates are far apart, so separation is equivalent to $r\ll1$.

To find the error of the estimate $D/S$, write $\lambda_-=yD/S$. The quadratic equation becomes

$$y^2\frac{D^2}{S^2}-yD+D=0.$$

Division by $D$ gives

$$y=1+ry^2.$$

The root that belongs to $\lambda_-$ is

$$y=\frac{1-\sqrt{1-4r}}{2r}=\frac{2}{1+\sqrt{1-4r}}.$$

Since $0<r<1/4$, the square root lies between 0 and 1, and $1<y<2$. Inserting these limits into $y-1=ry^2$ gives

$$r<\frac{\lambda_-}{D/S}-1<4r.$$

The estimate $D/S$ is thus always too small, by a fraction of itself between $r$ and $4r$. Inserting $y=1+r+\dots$ once more into $y=1+ry^2$ gives $y=1+r+2r^2+\dots$. For the fast rate,

$$\lambda_+=S-\lambda_-=S(1-ry),$$

so $S$ is too large by a fraction of itself between $r$ and $2r$. This completes the proof. $\square$

For $r\ll1$ the slow lifetime is $S/D$. With $\tau_n=1/(c_nN)$ and $\tau_p=1/(c_pN)$, division of $S$ by $D$ gives

$$\frac1{\lambda_-}\simeq\frac{\tau_p[n_0+n_1+N(1-f)]+\tau_n[p_0+p_1+Nf]}{n_0+p_0+Nf(1-f)}.$$

### Corollary 1: dilute traps

**Corollary 1.** If $a+d\ll b+e$, then $\lambda_+\simeq b+e$ and

$$\frac1{\lambda_-}\simeq\frac{\tau_p(n_0+n_1)+\tau_n(p_0+p_1)}{n_0+p_0}.$$

**Proof.** The condition gives $S\simeq b+e$ at once. For $D$, the term $ad$ must be compared with $ae+bd$:

$$\frac{ad}{ae+bd}=\frac1{e/d+b/a}\le\frac{a+d}{b+e}.$$

The inequality holds because $(b+e)/(a+d)$ cannot exceed the larger of $b/a$ and $e/d$, and so cannot exceed their sum. Hence $D\simeq ae+bd=c_nc_pN(n_0+p_0)$. Moreover $ae+bd<(a+d)(b+e)$, so $r$ is at most of order $(a+d)/(b+e)$ and is small. The estimate $\lambda_-\simeq D/S$ then applies. $\square$

This is the Shockley–Read–Hall lifetime at low injection. At given $n_0$ and $p_0$, it contains $N$ only through $\tau_n$ and $\tau_p$. The terms that it leaves out describe how the traps store charge.

### Corollary 2: fast trapping of electrons

**Corollary 2.** If $A\gg B$, then

$$\lambda_+\simeq a+b,\qquad \lambda_-\simeq d+e\,\frac{a}{a+b}.$$

**Proof.** Since $D=AB-be<AB$ and $S>A$, the ratio obeys $r<B/A\ll1$. Then $\lambda_+\simeq S\simeq A$, and

$$\lambda_-\simeq\frac DA=\frac{(a+b)d+ae}{a+b}=d+e\,\frac a{a+b}.\qquad\square$$

The slow rate has a direct reading when $a\gg\lambda_-$. After the fast exchange, electron capture and emission nearly balance, so $a\,\delta n\simeq b\,\delta m$. Since $\delta n+\delta m=\delta p$, the traps hold the share $a/(a+b)$ of the excess electrons. Holes disappear at the rate $d$ through the traps filled in equilibrium, and at the rate $e$ times this share through the additional filled traps.

If instead $B\gg A$, the same steps with the roles of the carriers exchanged give $\lambda_+\simeq d+e$ and $\lambda_-\simeq a+bd/(d+e)$. The fast mode is then the exchange of holes with the traps. The description "fast trapping of electrons, slow recombination" thus belongs to the case $A\gg B$ with $a$ not small beside $b$. If $a\ll b$, only a small share of the excess electrons is trapped in the fast mode.

The separation is lost when $A$ and $B$ are similar and $be\ll AB$. Then $S^2-4D=(A-B)^2+4be$ is small beside $S^2$, and $r$ approaches $1/4$.

### Corollary 3: response to a light pulse

**Corollary 3.** Let a short pulse create $\delta n=\delta p=\Delta$ and leave $\delta m=0$. Then

$$\frac{\delta n}{\Delta}=\alpha_ne^{-\lambda_+t}+(1-\alpha_n)e^{-\lambda_-t},\qquad \alpha_n=\frac{a-\lambda_-}{\lambda_+-\lambda_-},$$

$$\frac{\delta p}{\Delta}=\alpha_pe^{-\lambda_+t}+(1-\alpha_p)e^{-\lambda_-t},\qquad \alpha_p=\frac{d-\lambda_-}{\lambda_+-\lambda_-}.$$

**Proof.** Each excess is a sum of the two exponentials, and its initial value fixes the sum of the amplitudes. The initial slope fixes the rest. Because $\delta m=0$ at first, $\delta\dot n=-a\Delta$ and $\delta\dot p=-d\Delta$. For electrons this means

$$\alpha_n\lambda_++(1-\alpha_n)\lambda_-=a,$$

which gives $\alpha_n$. Replacing $a$ by $d$ gives $\alpha_p$. $\square$

### Example: a deep centre in p-type silicon

Consider boron-doped silicon at 300 K with $10^{15}$ acceptors and $N=10^{14}$ traps per cm³. The trap is donor-like and lies 0.40 eV above the valence band. The capture coefficients are $c_n=5\times10^{-7}$ and $c_p=1\times10^{-9}$ cm³/s. These are round values, roughly typical of a metal centre that attracts electrons when empty. The band densities of states are $2.9\times10^{19}$ and $3.1\times10^{19}$ cm⁻³, and the gap is 1.12 eV.

The level position gives $n_1=2.328\times10^7$ and $p_1=5.911\times10^{12}$ cm⁻³. Neutrality reads $p_0+N(1-f)=10^{15}\ \mathrm{cm^{-3}}+n_0$, because empty traps are positive. Together with $f=p_1/(p_0+p_1)$ it gives $p_0=9.007\times10^{14}$ cm⁻³, and

$$f=\frac{5.911\times10^{12}}{9.066\times10^{14}}=0.00652.$$

Almost all traps are empty. The exchange rates are

$$a=5\times10^{-7}\times10^{14}\times0.9935=4.967\times10^7\ \mathrm{s^{-1}},$$

$$e=10^{-9}\times9.066\times10^{14}=9.066\times10^5\ \mathrm{s^{-1}},$$

with $b=11.7$ and $d=652$ s⁻¹. Hence $S=5.058\times10^7$ s⁻¹, $D=4.506\times10^{13}$ s⁻² and $r=0.0176$. The roots are

$$\lambda_+=4.967\times10^7\ \mathrm{s^{-1}},\qquad \lambda_-=9.072\times10^5\ \mathrm{s^{-1}}.$$

The corresponding times are 20.1 ns and 1.10 µs. The estimate $D/S=8.909\times10^5$ s⁻¹ lies below the slow rate. The difference is 1.8% of the estimate, within the bounds $r$ and $4r$.

The amplitudes are $\alpha_n=1.000$ and $\alpha_p=-0.0186$. The free electrons vanish into the traps in the fast mode, while the holes wait for the slow one. After 100 ns, 0.7% of the excess electrons are still free, but 93% of the excess holes remain. With rough mobilities of 1400 cm²/Vs for electrons and 450 cm²/Vs for holes, the fast part of the initial excess conductance is

$$\frac{1400\times1.000-450\times0.0186}{1850}=0.75.$$

If the pulse creates far fewer pairs than there are traps, the photoconductance signal in this model drops by about three quarters within 100 ns, although few pairs have recombined. A larger pulse fills the traps, and the fast drop becomes smaller.

The linear result was compared with an integration of the full nonlinear equations. For $\Delta=10^{12}$ cm⁻³ the largest difference is 0.0016 of the pulse. For a pulse ten times smaller it is 0.00016. This proportionality to $\Delta$ is expected from the neglected products $\delta n\,\delta m$ and $\delta p\,\delta m$.

### How trap density changes the fast mode

The dilute formula gives 20.1 ns for this sample, which is the fast time and not the recombination time. The next table varies $N$ with acceptors, level and capture coefficients held fixed. The hole density follows from neutrality. Rates are in s⁻¹.

| $N$ (cm⁻³) | $\lambda_+$ | $\lambda_-$ | dilute | $\alpha_n$ |
|---|---|---|---|---|
| $10^{10}$ | $1.006\times10^6$ | $4.97\times10^3$ | $4.97\times10^3$ | 0.000 |
| $10^{12}$ | $1.005\times10^6$ | $4.97\times10^5$ | $4.97\times10^5$ | 0.000 |
| $10^{13}$ | $4.97\times10^6$ | $9.96\times10^5$ | $4.97\times10^6$ | 1.000 |
| $10^{14}$ | $4.97\times10^7$ | $9.07\times10^5$ | $4.97\times10^7$ | 1.000 |

Here $be$ is so small that the two rates are practically $A\simeq a$ and $B\simeq e$. The dilute formula reduces to $a$, because $n_0$ and $c_n(n_0+n_1)$ are negligible. It gives the slow rate as long as $a<e$. This explains its success at $10^{12}$ cm⁻³, where $a$ is already half of $e$ and the condition of Corollary 1 is not well met.

The order changes at $a=e$, that is, near $N=(c_p/c_n)p_0\approx2\times10^{12}$ cm⁻³. Well below this density electron capture is the slow step, and a trap that has captured an electron is quickly emptied again by a hole. Well above it, electron capture is fast, and the filled traps wait for holes. The slow rate falls between the last two rows, because the positive empty traps compensate acceptors and lower $p_0$. This trend ends near the acceptor density. When $N$ is larger than that, many traps are filled in equilibrium, and the slow rate rises again with $N$.

### A level that releases its electrons

Now place the level 0.25 eV below the conduction band, with $N=10^{14}$ cm⁻³ and the doping and capture coefficients unchanged. Then $a=5.00\times10^7$, $b=9.15\times10^8$ and $e=9.00\times10^5$ s⁻¹. The traps hold the share

$$\frac a{a+b}=0.0518$$

of the excess electrons. The fast time is 1.04 ns, and the slow time is 21.5 µs. Corollary 2 gives 21.45 µs. Recombination is some twenty times slower than at the deep level, since a trapped electron is usually released before a hole arrives. The dilute formula gives 20.4 µs, 5% below the slow time. It replaces $a/(a+b)$ by $a/b$ and so overestimates the trapped share.

### The model beside real silicon

A density of $10^{14}$ cm⁻³ means heavy contamination, far above that of a clean device wafer. At $10^{10}$ cm⁻³ the dilute formula describes the decay of both carriers through the traps after a weak pulse. Surfaces are not negligible there: a surface loss of $10^3$ s⁻¹, the size estimated below for a well-passivated wafer, raises the decay rate from about $5\times10^3$ to $6\times10^3$ s⁻¹. At $10^{12}$ cm⁻³ it still gives the slow rate, but the holes lag behind: after one dilute lifetime 60% of the excess holes remain, against 37% of the excess electrons. At both densities the pulse must stay well below $(c_p/c_n)p_0\approx2\times10^{12}$ cm⁻³, since otherwise hole capture cannot keep pace with electron capture and the decay slows down. The following sizes refer to the deep level at $N=10^{14}$ cm⁻³ and use rough coefficients.

Dielectric relaxation takes 16 ps, short beside 20 ns, so local neutrality is a good assumption. Free electrons are lost at about 0.8 s⁻¹ by Auger recombination, 4.5 s⁻¹ by radiation and $10^3$ s⁻¹ at well-passivated surfaces of a 200 µm wafer. All are small beside $a$. Degeneracy ($p_0/N_V=3\times10^{-5}$, with $N_V$ the valence-band density of states) and neutral boron (a fraction of $7\times10^{-4}$) are negligible. A spin factor that doubles $p_1$ raises the slow rate by 0.8%. No field is applied, so breakdown and field-assisted tunnelling play no part. Additional charge states and Auger capture at the trap are not estimated. The traps are also assumed to stay isolated. Some metals do not: interstitial iron pairs with boron over hours in the dark at room temperature, which changes its level, and the example does not describe such pairs.

Two assumptions matter more. Electrons diffuse only about 8.5 µm before capture, so strongly absorbed light leaves a non-uniform excess in the wafer. The local densities then do not follow the uniform theory. The totals over the wafer still do if the pulse is weak everywhere and surface loss is small, because the equations are linear and diffusion only moves the carriers from place to place. Temperature also matters. At 350 K with fixed capture coefficients, the slow rate rises by a factor of 1.08. If hole capture has a barrier of 0.05 eV, an assumed value, $c_p$ rises by a further factor of 1.32. Since $\lambda_-\simeq d+e$ is proportional to $c_p$ here, the slow time would fall from 1.10 to about 0.77 µs.

The numerical output that follows lists the remaining values.

## Table of computed values

```
INPUTS (round, roughly typical; T = 300 K)
gap 1.12 eV, NC 2.9e+19, NV 3.1e+19 cm^-3
acceptors 1.0e+15, traps 1.0e+14 cm^-3
level above Ev 0.4 eV; cn 5.0e-07, cp 1.0e-09 cm^3/s
DEEP LEVEL
n0 1.528e+05, p0 9.007e+14 cm^-3
n1 2.328e+07, p1 5.911e+12 cm^-3
equilibrium filling f: 0.00652
a 4.967e+07, b 11.71 1/s
d 652, e 9.066e+05 1/s
S 5.058e+07 1/s, D 4.506e+13 1/s^2
r = D/S^2: 0.01761
fast rate 4.967e+07 1/s, time 20.13 ns
slow rate 9.072e+05 1/s, time 1.102 us
estimate D/S: 8.909e+05 1/s
exact slow rate/(D/S) - 1: 0.01826
hole/electron ratio, fast mode: -0.01859
hole/electron ratio, slow mode: 4.163e+06
dilute-formula lifetime: 20.13 ns
PULSE 1.0e+12 cm^-3: remaining fraction, linear / nonlinear
t 20 ns: electrons 0.3703 / 0.3716, holes 0.9934 / 0.9934
t 100 ns: electrons 0.0070 / 0.0072, holes 0.9301 / 0.9301
t 1000 ns: electrons 0.0000 / 0.0000, holes 0.4112 / 0.4109
largest linearization error, pulse as above: 0.001615
same for a pulse ten times smaller: 0.0001612
fast amplitudes: electrons 1.0000, holes -0.0186
rough mobilities: electrons 1400, holes 450 cm2/Vs
fast share of conductance: 0.7522
SWEEP: traps cm^-3 | fast | slow | dilute 1/s | fast electron share
1e+10 | 1.006e+06 | 4971 | 4971 | 0.000
1e+11 | 1.006e+06 | 4.971e+04 | 4.971e+04 | 0.000
1e+12 | 1.005e+06 | 4.97e+05 | 4.971e+05 | 0.000
1e+13 | 4.97e+06 | 9.96e+05 | 4.97e+06 | 1.000
1e+14 | 4.967e+07 | 9.072e+05 | 4.967e+07 | 1.000
LEVEL 0.25 eV BELOW Ec
a 5e+07, b 9.153e+08, e 9e+05 1/s
trapped share a/(a+b): 0.0518
fast time 1.035 ns, slow time 21.47 us
weighted estimate 21.45 us, dilute 20.36 us
NEGLECTED EFFECTS, DEEP LEVEL (rough coefficients)
dielectric relaxation 16 ps (eps_r 11.7)
Auger 0.811 1/s (C 1e-30 cm^6/s)
radiative 4.5 1/s (B 5e-15 cm^3/s)
surfaces 1e+03 1/s (10 cm/s, 200 um)
electron diffusion length: 8.536 um
degeneracy p0/NV: 2.905e-05
neutral boron fraction 0.000663 (depth 0.045 eV)
slow-rate factor, p1 doubled by spin: 1.008
slow-rate factor at 350 K, fixed cn, cp: 1.082
cp factor at 350 K for a 0.05 eV barrier 1.32
```
